\section*{Filled bands carry no current, and empty states act as holes}

\section{Result and assumptions}

Let independent electrons of charge $-e$ (with $e>0$) occupy a band $\varepsilon(\mathbf k)$, a smooth function with the periodicity of the reciprocal lattice. If every state of the band is occupied, its electric current and its energy current are both zero. If a state $\mathbf k_e$ is empty, the currents of the remaining electrons, and their response to electric and magnetic fields, are those of one particle, a hole, with
\begin{equation}
\begin{gathered}
q_h=+e,\qquad \mathbf k_h=-\mathbf k_e,\qquad \varepsilon_h(\mathbf k_h)=-\varepsilon(\mathbf k_e),\\
\mathbf v_h=\mathbf v(\mathbf k_e),\qquad M_h^{-1}=-M_e^{-1}.
\end{gathered}
\label{eq:result}
\end{equation}
The mass is reversed relative to the electron mass at the same state. Near a band maximum where the energy falls quadratically in every direction, the electron mass tensor is negative definite, so the hole mass tensor is positive definite.

The fields $\mathbf E$ and $\mathbf B$ are uniform and weak enough that no electron tunnels to another band. Between collisions an electron obeys
\begin{equation}
\mathbf v(\mathbf k)=\frac1\hbar\nabla_{\mathbf k}\varepsilon(\mathbf k),\qquad
\hbar\frac{d\mathbf k}{dt}=-e\left(\mathbf E+\mathbf v\times\mathbf B\right).
\label{eq:eom}
\end{equation}
The first equation assumes zero Berry curvature $\boldsymbol\Omega(\mathbf k)$ and, in a magnetic field, zero orbital magnetic moment of the Bloch states, which would otherwise shift $\varepsilon(\mathbf k)$. Both conditions hold for a tight-binding model whose basis is a single orbital per cell, with the position operator diagonal in that basis, and for a band with both inversion and time-reversal symmetry when spin-orbit coupling is neglected, as it is here. With nonzero Berry curvature, defined as $\boldsymbol\Omega=\nabla_{\mathbf k}\times i\langle u_{\mathbf k}|\nabla_{\mathbf k}u_{\mathbf k}\rangle$ with $u_{\mathbf k}$ the cell-periodic part of the Bloch state, the velocity has a further term $-\dot{\mathbf k}\times\boldsymbol\Omega$. In an electric field it adds to the filled-band current a term proportional to $\mathbf E\times\int\boldsymbol\Omega\,d^dk$, which the periodicity of $\varepsilon$ does not force to vanish. The symmetry $\varepsilon(\mathbf k)=\varepsilon(-\mathbf k)$ is not used below.

\section{What one Bloch state carries}

Write a Bloch state as $e^{i\mathbf k\cdot\mathbf r}|u_{\mathbf k}\rangle$, with $\langle u_{\mathbf k}|u_{\mathbf k}\rangle=1$, and define $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, so that $H(\mathbf k)|u_{\mathbf k}\rangle=\varepsilon|u_{\mathbf k}\rangle$. The velocity operator is $\hat{\mathbf v}=(i/\hbar)[H,\mathbf r]$. Differentiating both exponentials in $H(\mathbf k)$ gives
\begin{equation}
\nabla_{\mathbf k}H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}\left(-i\mathbf rH+iH\mathbf r\right)e^{i\mathbf k\cdot\mathbf r}
=\hbar\,e^{-i\mathbf k\cdot\mathbf r}\,\hat{\mathbf v}\,e^{i\mathbf k\cdot\mathbf r}.
\label{eq:vop}
\end{equation}
Now differentiate $\varepsilon=\langle u_{\mathbf k}|H(\mathbf k)|u_{\mathbf k}\rangle$. In the terms where the derivative acts on the states, $H(\mathbf k)$ acts on its eigenvector and gives $\varepsilon$:
\begin{equation}
\nabla_{\mathbf k}\varepsilon=\langle u_{\mathbf k}|\nabla_{\mathbf k}H(\mathbf k)|u_{\mathbf k}\rangle
+\varepsilon\,\nabla_{\mathbf k}\langle u_{\mathbf k}|u_{\mathbf k}\rangle
=\hbar\langle\hat{\mathbf v}\rangle .
\label{eq:hf}
\end{equation}
The second term vanishes because the norm is constant. This is the velocity in \eqref{eq:eom}.

For the energy flux, take the energy-weighted position $\tfrac12(H\mathbf r+\mathbf rH)$. Without applied fields $H$ is constant in time, so the rate of change of this operator is $\tfrac12(H\hat{\mathbf v}+\hat{\mathbf v}H)$. In a Bloch state $H$ acts on its eigenstate on either side, and
\begin{equation}
\tfrac12\langle H\hat{\mathbf v}+\hat{\mathbf v}H\rangle=\varepsilon(\mathbf k)\,\mathbf v(\mathbf k).
\label{eq:flux}
\end{equation}
Each electron thus carries charge flux $-e\mathbf v$ and band-energy flux $\varepsilon\mathbf v$.

\section{The filled band}

With two spin states per $\mathbf k$ in $d$ dimensions, the current densities of the filled band are
\begin{align}
\mathbf j&=-2e\int_{\rm BZ}\frac{d^dk}{(2\pi)^d}\,\mathbf v
=-\frac{2e}{\hbar}\int_{\rm BZ}\frac{d^dk}{(2\pi)^d}\,\nabla_{\mathbf k}\varepsilon,
\label{eq:j}\\
\mathbf j_E&=2\int_{\rm BZ}\frac{d^dk}{(2\pi)^d}\,\varepsilon\mathbf v
=\frac1\hbar\int_{\rm BZ}\frac{d^dk}{(2\pi)^d}\,\nabla_{\mathbf k}(\varepsilon^2),
\label{eq:je}
\end{align}
where $\varepsilon\nabla\varepsilon=\tfrac12\nabla(\varepsilon^2)$ was used. Both integrands are gradients of a periodic function $F$, namely $\varepsilon$ or $\varepsilon^2$. Consider
\begin{equation}
I(\mathbf q)=\int_{\rm BZ}d^dk\,F(\mathbf k+\mathbf q).
\label{eq:shift}
\end{equation}
The shift by $\mathbf q$ moves the integration cell, but the moved cell still contains each inequivalent point once, so $I$ does not depend on $\mathbf q$. Its gradient at $\mathbf q=0$ is therefore zero:
\begin{equation}
\int_{\rm BZ}d^dk\,\nabla_{\mathbf k}F=0
\quad\Longrightarrow\quad \mathbf j=0,\qquad \mathbf j_E=0 .
\label{eq:zero}
\end{equation}
The electrons are not at rest. Their contributions cancel over the zone.

The band must also remain filled in the fields. The occupation $f(\mathbf k,t)$ obeys the continuity equation $\partial_tf+\nabla_{\mathbf k}\cdot(\dot{\mathbf k}f)=0$. Since $\mathbf E$ and $\mathbf B$ do not depend on $\mathbf k$, equation \eqref{eq:eom} gives
\begin{equation}
\nabla_{\mathbf k}\cdot\dot{\mathbf k}=-\frac e\hbar\nabla_{\mathbf k}\cdot(\mathbf v\times\mathbf B)
=-\frac e\hbar\,\mathbf B\cdot(\nabla_{\mathbf k}\times\mathbf v)=0,
\label{eq:liouville}
\end{equation}
because the curl of a gradient vanishes. Hence $\partial_tf=-\dot{\mathbf k}\cdot\nabla_{\mathbf k}f$, which is zero when $f=1$ everywhere. Electrons move through the zone, yet the occupation stays uniform and the currents stay zero.

To remove a single electron we need the same result for a sum over the discrete wavevectors of a crystal with $N$ cells and periodic boundary conditions. Expand $F(\mathbf k)=\sum_{\mathbf R}F_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ over lattice vectors. Then $\nabla F$ has coefficients $i\mathbf RF_{\mathbf R}$, and the term $\mathbf R=0$ is absent. The sum of $e^{i\mathbf k\cdot\mathbf R}$ over allowed $\mathbf k$ vanishes unless $\mathbf R$ is a period of the whole crystal, when it equals $N$. For smooth $F$ the coefficients fall faster than any power of $|\mathbf R|$, so these remaining terms vanish for a large crystal even after multiplication by $N$. They are neglected from here on.

\section{One empty state}

Let $\mathbf J$ and $\mathbf J_E$ be the currents summed over the crystal, that is, current density times volume. The sum over occupied states is the sum over all states, which is zero, minus the sum over empty ones:
\begin{align}
\mathbf J&=-e\sum_{\rm occ}\mathbf v=+e\sum_{\rm empty}\mathbf v(\mathbf k_e),
\label{eq:Jh}\\
\mathbf J_E&=\sum_{\rm occ}\varepsilon\mathbf v=-\sum_{\rm empty}\varepsilon(\mathbf k_e)\mathbf v(\mathbf k_e).
\label{eq:JEh}
\end{align}
The first line shows the positive charge. The electrons and the holes are two accounts of the same current, and one must not add them.

\emph{Wavevector.} The set of allowed wavevectors is unchanged by $\mathbf k\to-\mathbf k$, up to reciprocal-lattice vectors. Its sum $\mathbf S$ therefore satisfies $\mathbf S\equiv-\mathbf S$, or $2\mathbf S\equiv0$, where $\equiv$ means equality up to a reciprocal-lattice vector. With both spins filled the total wavevector is $2\mathbf S\equiv0$. Removing an electron at $\mathbf k_e$ leaves $-\mathbf k_e$, which is assigned to the hole.

\emph{Energy.} Removing the electron changes the band energy by $-\varepsilon(\mathbf k_e)$. As a function of the hole's own wavevector,
\begin{equation}
\varepsilon_h(\mathbf k_h)=-\varepsilon(-\mathbf k_h).
\label{eq:eh}
\end{equation}
Energies are counted from one fixed zero. Raising $\varepsilon$ by a constant $c$ lowers $\varepsilon_h$ by $c$.

\emph{Velocity.} One minus sign in \eqref{eq:eh} stands before $\varepsilon$. The chain rule supplies a second:
\begin{equation}
\mathbf v_h=\frac1\hbar\nabla_{\mathbf k_h}\varepsilon_h(\mathbf k_h)
=\frac1\hbar(-1)(-1)\,(\nabla\varepsilon)(-\mathbf k_h)=\mathbf v(\mathbf k_e).
\label{eq:vh}
\end{equation}
With \eqref{eq:eh} and \eqref{eq:vh}, the currents \eqref{eq:Jh} and \eqref{eq:JEh} become $\mathbf J=e\sum\mathbf v_h$ and $\mathbf J_E=\sum\varepsilon_h\mathbf v_h$, the currents of particles with charge $+e$ and energy $\varepsilon_h$.

\emph{Mass.} A second derivative supplies one more minus sign:
\begin{equation}
\left(M_h^{-1}\right)_{ij}=\frac1{\hbar^2}\frac{\partial^2\varepsilon_h}{\partial k_{h,i}\partial k_{h,j}}
=-\frac1{\hbar^2}\left.\frac{\partial^2\varepsilon}{\partial k_i\partial k_j}\right|_{\mathbf k_e}
=-\left(M_e^{-1}\right)_{ij}.
\label{eq:mass}
\end{equation}
Near an isotropic maximum at $\mathbf k_0$, where $\varepsilon\simeq\varepsilon_0-\hbar^2|\mathbf k-\mathbf k_0|^2/2m$ with $m>0$, equation \eqref{eq:eh} gives $\varepsilon_h\simeq-\varepsilon_0+\hbar^2|\mathbf k_h+\mathbf k_0|^2/2m$, a particle of positive mass $m$. An empty state near a band minimum also has charge $+e$, but its mass is negative. The hole mass is positive wherever the band curves downward, which may extend well below the top (half the zone in the chain treated below). The simple picture of a positive particle with a positive and nearly constant mass belongs to empty states close to a quadratic maximum of a single band. Where several bands meet at the top, as in the valence bands of silicon and gallium arsenide, the assumption of one smooth, isolated band fails and the bands must be treated together.

\section{Motion in the fields}

The flow \eqref{eq:eom} carries occupation along with it, because $f$ is constant along each trajectory by \eqref{eq:liouville}. An empty point has $f=0$ and keeps it, so $\mathbf k_e$ follows the path that an electron at that point would follow. Put $\mathbf k_h=-\mathbf k_e$ and use \eqref{eq:vh}:
\begin{equation}
\hbar\frac{d\mathbf k_h}{dt}=-\hbar\frac{d\mathbf k_e}{dt}=+e\left(\mathbf E+\mathbf v_h\times\mathbf B\right).
\label{eq:heom}
\end{equation}
This is the equation of motion of a charge $+e$. The acceleration follows from the chain rule, $dv_{h,i}/dt=\sum_j(\partial v_{h,i}/\partial k_{h,j})\,dk_{h,j}/dt$, with $\partial v_{h,i}/\partial k_{h,j}=\hbar(M_h^{-1})_{ij}$ from \eqref{eq:mass}:
\begin{equation}
\frac{d\mathbf v_h}{dt}=M_h^{-1}\,e\left(\mathbf E+\mathbf v_h\times\mathbf B\right).
\label{eq:acc}
\end{equation}
The electron form of the same acceleration is $M_e^{-1}(-e)(\mathbf E+\mathbf v\times\mathbf B)$. Charge and mass have both changed sign, so the two forms agree. Equations \eqref{eq:vh}, \eqref{eq:mass} and \eqref{eq:heom} complete the proof of \eqref{eq:result}.

\section{Many holes}

For a general occupation $f(\mathbf k)$, define $f_h(\mathbf k_h)=1-f(-\mathbf k_h)$. In equilibrium at temperature $T$ and chemical potential $\mu$, set $x=(\varepsilon-\mu)/k_BT$. Then
\begin{equation}
f_h=1-\frac1{e^x+1}=\frac1{e^{-x}+1}
=\frac1{e^{(\varepsilon_h-\mu_h)/k_BT}+1},\qquad \mu_h=-\mu .
\label{eq:fermi}
\end{equation}
The heat current is the energy current minus $\mu$ times the particle current. Since $\sum_{\mathbf k}(\varepsilon-\mu)\mathbf v=0$ over the full zone,
\begin{equation}
\sum_{\mathbf k}(\varepsilon-\mu)f\mathbf v=-\sum_{\mathbf k}(\varepsilon-\mu)(1-f)\mathbf v
=\sum_{\mathbf k_h}(\varepsilon_h-\mu_h)f_h\mathbf v_h .
\label{eq:heat}
\end{equation}
The last step used $-(\varepsilon-\mu)=\varepsilon_h-\mu_h$. It holds for any $f$, in or out of equilibrium. The same subtraction gives $\mathbf J=e\sum f_h\mathbf v_h$.

\section{Worked example: a chain with one missing electron}

Take a chain with $\varepsilon(k)=2t\cos ka$, $t=0.50$ eV and $a=0.40$ nm. The band maximum is at $k=0$, and
\begin{equation}
v(k)=-\frac{2ta}{\hbar}\sin ka,\qquad
m_h=\frac{\hbar^2}{2ta^2\cos ka}.
\label{eq:chain}
\end{equation}

\emph{Filled band.} In one dimension the electrons with $k_1<k<k_2$ carry, by \eqref{eq:j} and \eqref{eq:je} restricted to this interval,
\begin{equation}
I=-\frac{e}{\pi\hbar}\left[\varepsilon(k_2)-\varepsilon(k_1)\right],\qquad
P=\frac{\varepsilon(k_2)^2-\varepsilon(k_1)^2}{2\pi\hbar}.
\label{eq:part}
\end{equation}
From $k=0$ to $\pi/a$ the energy falls by $4t=2.00$ eV. With $\hbar=0.6582$ eV\,fs this gives $I=2.00\,e/(\pi\times0.6582\ \mathrm{fs})=155\ \mu$A. The other half of the zone carries $-155\ \mu$A. The energy current of the interval $0<k<\pi/2a$ is $P=-(1.00\ \mathrm{eV})^2/(2\pi\times0.6582\ \mathrm{eV\,fs})=-38.7\ \mu$W, and its mirror interval carries $+38.7\ \mu$W. The large partial currents cancel.

\emph{The hole.} Remove an electron at $k_e=0.60$ nm$^{-1}$, so that $k_ea=0.24$. Its energy is $1.00\cos0.24=0.971$ eV, its velocity is $-0.144$ nm/fs and its mass is $-0.490$ electron masses. The hole has $k_h=-0.60$ nm$^{-1}$, energy $-0.971$ eV, the same velocity $-0.144$ nm/fs and mass $+0.490$ electron masses. At the band top its mass is $0.476$ electron masses.

Apply a field of $10^7$ V/m in the $+x$ direction, so that $eE=0.010$ eV/nm. Equation \eqref{eq:heom} gives $k_h(t)=-0.60\ \mathrm{nm}^{-1}+eEt/\hbar$. The hole stops when $k_h=0$, at $t=0.60\times0.6582/0.010=39.5$ fs. Since $d\varepsilon_h/dt=\hbar v_h\,dk_h/dt=eEv_h$, its displacement is
\begin{equation}
x_h(t)=\frac{\varepsilon_h(k_h(t))-\varepsilon_h(k_h(0))}{eE},
\label{eq:path}
\end{equation}
which at the turning point equals $(-1.000+0.97134)/0.010=-2.87$ nm.

This path can be compared with the electrons themselves. In an open chain of 241 sites, one spin species lacks an electron in a wave packet centred on $k_e$, with a standard deviation of 8.0 nm in position. The other 240 electrons of that spin are propagated by the Schr\"odinger equation with potential energy $+eEx$. A filled chain has one electron of each spin on every site and hence a fixed dipole, so any shift of the total dipole belongs to the missing electron. In the table, the second column is the shift of the electrons' dipole divided by $e$, the third is $x_h$ from the hole equation, and the last is the path with the constant band-top mass. Lengths are in nm.

\begin{center}
\begin{tabular}{rrrr}
$t$ (fs) & electrons & hole & constant mass\\
0 & 0.000 & 0.000 & 0.000\\
20 & $-2.165$ & $-2.165$ & $-2.178$\\
40 & $-2.865$ & $-2.866$ & $-2.880$\\
60 & $-2.090$ & $-2.091$ & $-2.103$\\
80 & 0.148 & 0.148 & 0.150\\
100 & 3.817 & 3.818 & 3.880
\end{tabular}
\end{center}

The 240 electrons together move their dipole as one positive particle does: first against the field, then to rest, then along the field. At 100 fs the constant-mass displacement is 1.6\% larger than that of the hole. At equal $k_h$ the constant-mass speed is the larger one, because $|k_ha|>|\sin k_ha|$. This excess counts for more on the way out, where $k_h$ reaches $0.92$ nm$^{-1}$, than on the way in, which starts at $-0.60$ nm$^{-1}$.

The small differences between electrons and hole come from the packet's spread in $k$, with standard deviation $\sigma_k=1/(2\times8.0\ \mathrm{nm})=0.0625$ nm$^{-1}$. A Gaussian average multiplies $\cos ka$ and $\sin ka$ by $e^{-a^2\sigma_k^2/2}=0.9997$. This accounts for the computed band-energy change of $-0.9710$ eV, against $-0.9713$ eV for a sharp $k_e$.

At 100 fs the electrons' charge current times length is $0.218\,e$ nm/fs, and the hole velocity is $0.218$ nm/fs to the same accuracy. Their energy current times length is $-0.204$ eV\,nm/fs, equal at this precision to $\varepsilon_hv_h$. It is negative although the hole moves along $+x$, because energies are counted from the band centre, where $\varepsilon_h<0$ for a hole near the top. With the zero at the band top, $\varepsilon_h$ and this energy current would be positive.

The numerical check also checks the hole equations for a two-dimensional band with $\varepsilon(\mathbf k)\ne\varepsilon(-\mathbf k)$ in electric and magnetic fields, by following every electron.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 0.50 eV
lattice spacing a = 0.40 nm
electric field = 1.0e+07 V/m
hbar = 0.658212 eV fs
filled band, current from 0<k<pi/a = 154.96 microampere
filled band, current from -pi/a<k<0 = -154.96 microampere
filled band, energy current 0<k<pi/2a = -38.74 microwatt
filled band, energy current -pi/2a<k<0 = 38.74 microwatt
whole zone, |current| below 1e-6 microampere: True
whole zone, |energy current| below 1e-6 microwatt: True
missing electron: k_e = 0.60 1/nm
missing electron: energy = 0.97134 eV
missing electron: velocity = -0.14445 nm/fs
missing electron: mass = -0.4903 electron masses
hole: k_h = -0.60 1/nm
hole: energy = -0.97134 eV
hole: velocity = -0.14445 nm/fs
hole: mass = 0.4903 electron masses
hole mass at the band top = 0.4762 electron masses
chain sites = 241, electrons of this spin = 240
packet width (standard deviation) = 8.0 nm
band energy minus filled-band energy = -0.97103 eV
hole turning time = 39.49 fs
hole displacement at turning = -2.866 nm
time (fs) | k_h (1/nm) | electrons' dipole shift/e | hole path | constant-mass path (nm)
    0 |  -0.6000 |    0.000 |    0.000 |    0.000
   20 |  -0.2961 |   -2.165 |   -2.165 |   -2.178
   40 |   0.0077 |   -2.865 |   -2.866 |   -2.880
   60 |   0.3116 |   -2.090 |   -2.091 |   -2.103
   80 |   0.6154 |    0.148 |    0.148 |    0.150
  100 |   0.9193 |    3.817 |    3.818 |    3.880
at 100 fs: electrons' charge current x length = 0.2184 e nm/fs
at 100 fs: hole velocity = 0.2185 nm/fs
at 100 fs: electrons' energy current x length = -0.2036 eV nm/fs
at 100 fs: hole energy x velocity = -0.2039 eV nm/fs
2D test, holes = 3, electrons = 6397
2D test, largest filled-band sum = 9.9e-09 (dimensionless)
2D test, largest electron-hole mismatch = 2.9e-08 (dimensionless)
\end{verbatim}
